\section*{Misfit threshold for solitons in a continuum Frenkel-Kontorova interface}

\section{A soliton made of straight lines}

A thin film lies on a rigid periodic substrate. Its natural period exceeds the substrate period $b$ by a fraction $f>0$, the misfit. To match the substrate everywhere, the film must carry a uniform strain. It can instead slip by one period across a narrow region and so relieve part of that strain. The slipped region is a misfit soliton. At what misfit does the first one lower the energy?

Let $u(x)$ be the displacement of the film from perfect registry. The strain measured from the natural state of the film is $u'-f$, so the energy per unit width is
\begin{equation}
F[u]=\int dx\left\{\frac{k}{2}(u'-f)^2+W(u)\right\},\qquad
W=V\left[1-\cos\frac{2\pi u}{b}\right].
\label{F}
\end{equation}
The stiffness $k$ and the amplitude $V$ are energies per area. Two conventions fix the numerical factors below: the elastic term carries $1/2$, and the corrugation rises by $2V$ from valley to top. Temperature is zero, the film is long, and the strain across its width is held fixed.

Take the crudest soliton: $u$ rises from $0$ to $b$ along a straight ramp of width $w$. On the ramp $u'=b/w$, and the cosine averages to zero over one period. Leaving the misfit aside, the cost is
\begin{equation}
E(w)=\frac{k}{2}\frac{b^2}{w^2}\,w+Vw=\frac{kb^2}{2w}+Vw .
\end{equation}
Stretching favours a wide ramp and corrugation a narrow one. Setting $dE/dw=0$ gives $w=b\sqrt{k/2V}$. Both terms then equal $b\sqrt{kV/2}$, and their sum is $b\sqrt{2kV}$.

The misfit enters through the cross term $-kfu'$ of the square. Its integral is $-kfb$, which is the work done by the coherent film stress $kf$ over the slip distance $b$. The ramp therefore pays when
\begin{equation}
f>\sqrt2\,\sqrt{V/k}.
\end{equation}
The true threshold cannot be higher, since a better shape can only cost less. The scaling with $\sqrt{V/k}$ is already visible; the prefactor needs the best shape.

\section{Any shape, any number of solitons}

Consider profiles that start in one valley and end $N$ valleys higher, so that $\int u'\,dx=Nb$. The coherent state $u=0$ has energy density $kf^2/2$. Expanding the square in (\ref{F}) and subtracting this energy gives
\begin{equation}
F-F_{\rm coh}=\int dx\left[\frac{k}{2}u'^2+W\right]-Nkfb .
\label{wind}
\end{equation}
The misfit acts through the winding number $N$ alone. For $N\le0$ neither term is negative, so only $N>0$ can compete with the coherent state. To bound the integral, complete the square:
\begin{equation}
\frac{k}{2}u'^2+W=\frac12\left(\sqrt k\,u'-\sqrt{2W}\right)^2+\sqrt{2kW}\,u'
\ \ge\ \sqrt{2kW}\,u' .
\label{square}
\end{equation}
The last term integrates to a function of the end points, because $u'dx=du$. With $1-\cos2\varphi=2\sin^2\varphi$ we have $W=2V\sin^2(\pi u/b)$, and one period contributes
\begin{equation}
E_s=\int_0^b\sqrt{2kW}\,du=2\sqrt{kV}\int_0^b\sin\frac{\pi u}{b}\,du
=\frac{4b}{\pi}\sqrt{kV},
\end{equation}
since the sine integral is $2b/\pi$. Hence
\begin{equation}
F-F_{\rm coh}\ge N(E_s-kfb).
\label{bound}
\end{equation}
For $kfb<E_s$ no profile with $N>0$ beats the coherent state, however densely its solitons are packed.

The bound is reached for $N=1$ when the square in (\ref{square}) vanishes:
\begin{equation}
u'=\sqrt{\frac{2W}{k}}=2\sqrt{\frac Vk}\,\sin\frac{\pi u}{b}.
\label{first}
\end{equation}
With $\varphi=\pi u/b$ this reads $\varphi'=\sin\varphi/\ell$, where
\begin{equation}
\ell=\frac{b}{2\pi}\sqrt{\frac kV},\qquad
u=\frac{2b}{\pi}\arctan e^{x/\ell},\qquad
u'=\frac{b}{\pi\ell}\,{\rm sech}\frac x\ell .
\label{kink}
\end{equation}
The solution follows from $\int d\varphi/\sin\varphi=\ln\tan(\varphi/2)$. A single soliton thus changes the energy by $E_s-kfb$, and the sign changes at
\begin{equation}
\boxed{\,f_c=\frac{E_s}{kb}=\frac4\pi\sqrt{\frac Vk}\,}
\label{fc}
\end{equation}
The ramp estimate lies above this by the factor $\sqrt2\,\pi/4\approx1.11$. If the elastic energy were written $K(u'-f)^2$ without the half, then $k=2K$ and the threshold would read $(4/\pi)\sqrt{V/2K}$.

The continuum form requires $\ell\gg b$. Since $f_c=2b/(\pi^2\ell)$, this is the same as requiring a small threshold misfit.

\section{Many solitons, and two limits}

Above $f_c$ solitons enter until their repulsion balances the gain. A stationary profile obeys $ku''=dW/du$. Multiplying by $u'$ and integrating gives
\begin{equation}
\frac k2u'^2=W+C,
\end{equation}
with $C>0$ for an array of finite spacing $L$. Define
\begin{equation}
A(C)=\int_0^b\sqrt{2k(W+C)}\,du .
\end{equation}
Since $ku'=\sqrt{2k(W+C)}$, the spacing is $L=\int_0^b du/u'=dA/dC$. The energy of one cell without the misfit term is
\begin{equation}
e(L)=\int_0^L\left(ku'^2-C\right)dx=A-CL,
\end{equation}
where $W$ was replaced by $ku'^2/2-C$. Differentiating, and using $dA/dC=L$,
\begin{equation}
\frac{de}{dL}=L\frac{dC}{dL}-C-L\frac{dC}{dL}=-C .
\end{equation}
As $L$ grows $C$ falls, so $e(L)$ is convex. Neighbouring solitons repel, and equal spacing is best. The energy per area relative to the coherent film is $\varepsilon=(e-kfb)/L$, with
\begin{equation}
\frac{d\varepsilon}{dL}=\frac{-CL-(A-CL-kfb)}{L^2}=\frac{kfb-A(C)}{L^2}.
\end{equation}
Below $f_c$ we have $A(C)>A(0)=E_s>kfb$. Then $\varepsilon$ falls steadily towards zero as $L\to\infty$ without becoming negative, in agreement with (\ref{bound}). Above $f_c$ there is one minimum, at $A(C)=kfb$, where $\varepsilon=-C$.

To evaluate it, set $m=2V/(2V+C)$, so that
\begin{equation}
W+C=\frac{2V}{m}\left(1-m\cos^2\frac{\pi u}{b}\right).
\end{equation}
The integrals over $u$ become complete elliptic integrals of parameter $m$:
\begin{align}
A&=2\sqrt{\frac{kV}{m}}\;\frac{2b}{\pi}E(m)
&&\Rightarrow\quad \frac f{f_c}=\frac{E(m)}{\sqrt m},\\
L&=\frac{\sqrt{km}}{2\sqrt V}\;\frac{2b}{\pi}K(m)=2\ell\sqrt m\,K(m),
&&\quad\ \ C=2V\,\frac{1-m}{m}.
\end{align}

\emph{Large misfit.} For $m\to0$ both $E$ and $K$ tend to $\pi/2$. Then $\sqrt m=\pi f_c/2f$ and $L=\pi\ell\sqrt m=\pi^2\ell f_c/2f=b/f$. This is the spacing at which an unstrained film gains one period on the substrate, as it must be when the corrugation no longer matters.

\emph{Just above threshold.} Let $m_1=1-m\ll1$. The standard expansions are $K\simeq\frac12\ln(16/m_1)$ and $E\simeq1+\frac{m_1}4[\ln(16/m_1)-1]$, while $1/\sqrt m\simeq1+m_1/2$. To leading order $L=\ell\ln(16/m_1)$, so $m_1=16e^{-L/\ell}$ and
\begin{equation}
\frac f{f_c}-1\simeq\frac{m_1}{4}\left[\ln\frac{16}{m_1}+1\right]
=4\left(\frac L\ell+1\right)e^{-L/\ell}.
\label{log}
\end{equation}
The soliton density starts continuously from zero, but steeply: the spacing diverges only logarithmically at $f_c$.

\section{Free ends: favourable is not the same as accessible}

A real film has ends. Varying (\ref{F}) at a free end gives $k(u'-f)=0$, so the film is unstrained there and $u'=f$. Inside the film the coherent tail decays to $u=0$ and obeys (\ref{first}). At the right-hand end the two conditions give
\begin{equation}
\sin\frac{\pi u_{\rm end}}{b}=\frac{f}{2\sqrt{V/k}} .
\label{end}
\end{equation}
No such state exists once
\begin{equation}
f>f_{\rm entry}=2\sqrt{V/k}=\frac\pi2 f_c .
\end{equation}
Between $f_c$ and $f_{\rm entry}$ a perfect film can remain coherent although solitons would lower its energy, because a barrier at the end keeps them out.

The ends do not shift $f_c$ itself in a long film. Let $G(u)=\int_0^u\sqrt{2kW}\,dv$. Applying (\ref{square}) to a film with end displacements $u_0$ and $u_X$ gives
\begin{equation}
F-F_{\rm coh}\ge\left[G(u_X)-kfu_X\right]-\left[G(u_0)-kfu_0\right].
\end{equation}
If $u_X<u_0$, the misfit term $-kf(u_X-u_0)$ is positive and the integral of $ku'^2/2+W$ is not negative, so such a film costs more than the coherent one. This leaves $u_X\ge u_0$. Raising $u_X$ by $b$, or lowering $u_0$ by $b$, changes the right-hand side by $E_s-kfb$. Below $f_c$ this is positive, so among these films the lowest bound belongs to one without a full soliton. The coherent film with relaxed tails approaches that bound as its length grows.

\section{Other corrugations and a less ideal film}

\emph{Shape of the corrugation.} The bound used only that $W\ge0$ and that $W$ vanishes at registry. For any such periodic $W$ with no other zeros,
\begin{equation}
f_c=\frac1b\int_0^b\sqrt{\frac{2W(u)}k}\,du .
\end{equation}
Add a second harmonic $rV[1-\cos(4\pi u/b)]$ with $r>-1/4$. It leaves the height $2V$ at $u=b/2$ unchanged. With $\varphi=\pi u/b$ the added term is $2rV\sin^2 2\varphi=8rV\sin^2\varphi\cos^2\varphi$, so $W=2V\sin^2\varphi\,(1+4r\cos^2\varphi)$. Substituting $c=\cos\varphi$, the threshold is multiplied by
\begin{equation}
\int_0^1\sqrt{1+4rc^2}\,dc\simeq1+\frac{2r}{3}\qquad(|r|\ll1).
\end{equation}
It returns to (\ref{fc}) at $r=0$. What counts is the average of $\sqrt W$ along the path, not the barrier height alone.

\emph{Lateral contraction.} Suppose the misfit is made by stretching the carrier by $f$ along $x$, to first order in strain. The natural period of the film is then the shorter one; since the cosine is even, reversing the sign of $u$ restores the earlier equations. If the sides of the carrier are free, the carrier contracts by $\nu_cf$ across, and a coherent film follows. For an isotropic film with Poisson ratio $\nu$, the stress along $x$ falls from $kf$ to $kf(1-\nu\nu_c)$. The term quadratic in $u'$ is unchanged, so $E_s$ stays the same and the threshold becomes $f_c/(1-\nu\nu_c)$. For $\nu\nu_c=0$ the earlier result returns.

\emph{Nonlinear elasticity.} Let the film energy at tensile strain $e$ be $ke^2/2-k\beta e^3/6$, so that its tangent stiffness is $k(1-\beta e)$. With slope $s=u'$ taken in the direction that relieves the tension, $e=f-s$. To first order in $\beta$ the unperturbed profile may be used, since it is stationary. The cubic term adds
\begin{equation}
\Delta E=\frac{k\beta}{6}\int\left(s^3-3fs^2+3f^2s\right)dx .
\end{equation}
From (\ref{kink}) the peak slope is $s_0=b/\pi\ell=\frac\pi2f_c$. The integrals of sech, sech$^2$ and sech$^3$ are $\pi$, $2$ and $\pi/2$, which gives
\begin{equation}
\int s\,dx=b,\qquad \int s^2dx=bf_c,\qquad \int s^3dx=\frac{\pi^2}{8}bf_c^2 .
\end{equation}
At $f\simeq f_c$ the last two terms of $\Delta E$ cancel and $\Delta E=\pi^2k\beta bf_c^2/48$. Setting $E_s+\Delta E=kfb$,
\begin{equation}
\frac{\delta f_c}{f_c}\simeq\frac{\pi^2}{48}\,\beta f_c .
\end{equation}
In a softening film under tension ($\beta>0$) the slip releases less work, the term in $s$, but the film also resists the slip less, the term in $s^2$. These two effects cancel at $f_c$, and the remaining cubic term raises the threshold. Under compression the sign of the shift reverses.

\section{Numbers for a strained bilayer}

Take a CrI$_3$ bilayer whose lower layer is bonded to a stretched carrier, while the upper layer is free to slip. Rough round inputs are $k=180$ eV/nm$^2$, $V=0.025$ eV/nm$^2$ and $b=0.70$ nm. Then
\begin{align}
\sqrt{V/k}&=\sqrt{0.025/180}=0.01179,\\
f_c&=1.273\times0.01179=0.0150=1.50\,\%,\\
\ell&=\frac{0.70\ {\rm nm}}{2\pi\times0.01179}=9.45\ {\rm nm},\\
E_s&=kbf_c=180\times0.70\times0.0150=1.89\ {\rm eV/nm}.
\end{align}
The width is 13.5 periods, so the continuum form is justified. A perfect free edge admits solitons without a barrier only at $f_{\rm entry}=2.36\,\%$. Between 1.50\,\% and 2.36\,\% a film that starts coherent can stay so although solitons would lower its energy. The reverse also happens: solitons already present can remain when the misfit is lowered below 1.50\,\%. The end energy $G(u)-kfu$ has a maximum between neighbouring minima for every $0<f<f_{\rm entry}$, so an isolated soliton must cross a barrier to leave, and this barrier vanishes only as $f\to0$. In a crowded film the repulsion between solitons can push some of them out without a barrier, while the rest stay trapped. The state found therefore depends on the strain history on both sides of $f_c$.

Direct minimisation of the discretised energy, without using the soliton formula, also gives 1.5005\,\%; halving the mesh step moves it by 0.0012\,\% of its value. Among 300 trial profiles of varied width, each with an added bump, the lowest energy was $1.00003\,E_s$, consistent with the bound. At $0.99f_c$, thirty array spacings from $\ell$ to $30\ell$ all cost energy.

Above threshold the spacing is 102 nm at $1.001f_c$, 78 nm at $1.01f_c$, 60.0 nm at $1.05f_c$ and 43.9 nm at $1.20f_c$. Minimisation over the spacing reproduces the last two. Equation (\ref{log}) explains the slow variation: for $L=101.7$ nm, $L/\ell=10.76$ and $4\times11.76\,e^{-10.76}\approx0.0010$. An excess misfit of one part in a thousand already brings the solitons to within about eleven widths of each other.

The entry threshold was tested by letting an initially coherent film of length $24\ell$ relax. At $0.97f_{\rm entry}$ it stayed coherent with an end displacement of $0.4221b$, against $0.4218b$ from (\ref{end}). At $1.03f_{\rm entry}$ solitons entered, and the end-to-end displacement reached $4.86b$. This number includes partial slips at the ends and is not claimed to be the equilibrium soliton count.

The neglected effects were sized one at a time, with the other inputs held fixed. Shifts are relative to $f_c$.
\begin{itemize}
\item A second harmonic of $-0.10V$ or $+0.25V$ shifts the threshold by $-7.1\,\%$ or $+14.8\,\%$.
\item A carrier with free sides, for $\nu=0.25$ and $\nu_c=0.30$, gives $1/(1-0.075)$, or $+8.1\,\%$.
\item Nonlinear elasticity with a rough $\beta=6$ gives $+1.9\,\%$ on a stretched carrier and $-1.8\,\%$ on a compressed one; the first-order formula gives 1.85\,\%.
\item A lower layer with the same stiffness $k$ as the film, held to the carrier by springs ten times stiffer than the interlayer curvature $V(2\pi/b)^2$ yields slightly and gives $-1.5\,\%$. This is about the grip of a glass-like carrier: a layer bonded to an elastic half-space with Young's modulus 70 GPa gives $-1.7\,\%$. Carriers that stretch by a per cent or more are usually polymers and yield far more. Springs equal to the interlayer curvature give $-8\,\%$, a half-space of 3 GPa gives $-15\,\%$, and as the grip tends to zero the two layers share the slip, the soliton energy is that of stiffness $k/2$, and the shift approaches $1/\sqrt2-1=-29\,\%$.
\item One lattice site per period $b$, instead of a continuum, gives $-0.008\,\%$.
\item Thermal motion of the film at 300 K, in a classical harmonic estimate with the lower layer held still, has an rms displacement of about 0.012 nm. Averaging the cosine over it multiplies $V$ by $e^{-2\pi^2\langle u^2\rangle/b^2}$, and $f_c\propto\sqrt V$ then falls by 0.27\,\%. This figure depends on the short-wavelength cutoff (0.30\,\% with a lattice dispersion), and smearing is not the whole harmonic effect: the soliton also alters the vibration spectrum of the film, which lowers the threshold by a further 0.08\,\% or so. Thermal motion of the lower layer would enlarge the shift.
\end{itemize}

\emph{The model beside the real bilayer.} The inputs are meant to lie in the regime of a van der Waals layered crystal; they are neither measured nor computed for CrI$_3$, and $V$ is the least certain. With one cosine per lattice period the valley curvature $V(2\pi/b)^2$ is only $3\times10^{17}$ N/m$^3$, far below the roughly $10^{19}$ N/m$^3$ of graphene or MoS$_2$ bilayers. A landscape with several sharper valleys per period would change the width $\ell$ and the thermal, discreteness and carrier shifts, all of which depend on this curvature. Since $f_c\propto\sqrt V$, a factor of two in $V$ changes the threshold by a factor of 1.4, more than any shift listed. Real CrI$_3$ also has more than one low-energy stacking, so the single cosine is the assumption most clearly broken. The harmonics tried here move the result by roughly a tenth, but they do not represent the full landscape, and a soliton may follow a curved sliding path in two dimensions, which is left out. For a device that needs uniform stacking, the model suggests starting from a coherent film and keeping the misfit below $f_c$ at every stage, in fabrication as well as in use; lowering the misfit afterwards need not remove solitons that have already entered. This rule belongs to the single-cosine model, with a firmly held lower layer, uniaxial strain and a known $V$; on a polymer carrier the limit is lower, as listed above. Even below $f_c$ the stacking is uniform only away from the ends: at $0.99f_c$ equation (\ref{end}) gives an end slip of $0.22b$, and the slip exceeds $0.02b$ within about 23 nm of each end. A second low-energy stacking may let a partial slip in at an edge at a lower misfit, so for real CrI$_3$ the safe limit has to be found from the full stacking landscape. Relying on the edge barrier above $f_c$ further requires clean edges and a margin below $f_{\rm entry}$: the barrier was derived for a perfect edge at zero temperature, and it shrinks to zero at $f_{\rm entry}$, so thermal motion can carry solitons over it shortly before. The remaining printed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
film stiffness k (rough input)        180 eV/nm^2
corrugation amplitude V (rough input) 0.025 eV/nm^2
period b (rough input)                0.70 nm
sqrt(V/k)                             0.011785
threshold misfit f_c, formula         1.5005 %
threshold misfit, minimisation        1.5005 %
mesh-halving shift of threshold       0.0012 %
soliton width ell                     9.453 nm
ratio ell/b                           13.50
soliton line energy                   1.8907 eV/nm
film tension k f_c at threshold       2.701 eV/nm^2
lowest trial energy / line energy     1.00003
lowest net energy at 0.99 f_c         6.654e-05 eV/nm^2
free-end entry misfit                 2.3570 %
end displacement at 0.97 entry misfit 0.4221 b
arcsin formula for that displacement  0.4218 b
solitons entered at 1.03 entry misfit 4.86 (end to end, in b)
f/f_c = 1.001: spacing 101.70 nm, gain 1.701e-05 eV/nm^2
f/f_c = 1.010: spacing 77.56 nm, gain 2.172e-04 eV/nm^2
f/f_c = 1.050: spacing 60.02 nm, gain 1.358e-03 eV/nm^2
f/f_c = 1.200: spacing 43.88 nm, gain 7.045e-03 eV/nm^2
f/f_c = 1.050: spacing by minimisation 60.02 nm
f/f_c = 1.200: spacing by minimisation 43.88 nm
Shifts of f_c from neglected effects (relative):
  second harmonic -0.10 V              -7.14 %
  second harmonic +0.25 V              +14.78 %
  Poisson ratios film, carrier (rough) 0.25, 0.30
  lateral contraction of carrier      +8.11 %
  softening coefficient beta (rough)  6.0
  nonlinear film, stretched carrier   +1.93 %
  nonlinear film, compressed carrier  -1.78 %
  first-order size of nonlinear shift 1.85 %
  carrier spring / interlayer spring  10
  yielding lower layer                -1.47 %
  lattice discreteness                -0.0076 %
  temperature for thermal estimate    300 K
  rms thermal displacement            0.01155 nm
  thermal smearing                    -0.268 %
\end{verbatim}
